Why Hartree-Fock energy convergence does not guarantee a converged MP2 energy

**The argument under comment**

Suppose an author computes an MP2 energy for water and stops the self-consistent field (SCF) iterations when the Hartree-Fock energy changes by less than 10⁻⁶ hartree. The choice might be defended in three steps. The Hartree-Fock energy is then converged to about 10⁻⁶ hartree. The MP2 correlation energy is computed from the same orbitals and is several hundred times smaller than the Hartree-Fock energy, so its error cannot be larger. The total is therefore good to 10⁻⁶ hartree.

The first step is acceptable here. The second does not follow. The size of an energy does not fix how its error depends on the orbital error, and the Hartree-Fock energy is insensitive for a special reason: the converged orbitals make it stationary. They do not make the MP2 energy stationary. The analysis below finds how each energy responds to the same small orbital error.

**Setting and conventions**

Consider a closed-shell molecule with real orbitals. Indices i, j, k denote occupied orbitals, a, b, c virtual ones, and p, q either kind. Two-electron integrals are written (pq|rs), with p and q belonging to the same electron. Let the converged orbitals φ be mixed by a small rotation κ:

φ_i' = φ_i + Σ_a κ_ai φ_a
φ_a' = φ_a − Σ_i κ_ai φ_i

These are the first-order terms of the orthogonal transformation exp(K), with K_ai = κ_ai = −K_ia. Rotations among occupied orbitals, or among virtual ones, leave the density unchanged and need not be counted as errors.

The Fock matrix f is built from the trial density. Before MP2 is evaluated, its occupied and virtual blocks are diagonalized separately, which gives the orbital energies ε. The MP2 correlation energy is then a function of the trial density alone:

E2 = −Σ_ijab (ia|jb)[2(ia|jb) − (ib|ja)] / (ε_a + ε_b − ε_i − ε_j)

Away from convergence the block f_ai is not zero, and second-order theory has an additional singles term. It is kept out of E2 and examined separately below.

**The Hartree-Fock error**

With D the density matrix, h the one-electron part and G(D) the electron-repulsion part of the Fock matrix, the energy is

E_HF = tr(Dh) + ½ tr[D G(D)] + constant.

Since G is linear and symmetric in D, both factors in the second term contribute equally to the derivative, so dE_HF = tr(f dD). The rotation changes the density by 2κ_ai(φ_aφ_i + φ_iφ_a), summed over a and i. Hence

dE_HF = 4 Σ_ai f_ai κ_ai,

and the orbital gradient is g_ai = 4f_ai. It vanishes at convergence.

Next we need f_ai after a small rotation. The explicit change of the two orbitals gives κ_ai(ε_a − ε_i). The change of density also changes the Fock operator. From G(D)_pq = Σ_rs D_rs[(pq|rs) − ½(pr|qs)] and the density change above,

δF_pq = Σ_bj κ_bj [4(pq|bj) − (pb|qj) − (pj|qb)].

Adding the two contributions for p = a, q = i gives f = Mκ to first order, with

M_ai,bj = (ε_a − ε_i)δ_ab δ_ij + 4(ai|bj) − (ab|ij) − (aj|bi).

Now follow the rotation from zero to κ as tκ, with t running from 0 to 1. The slope of the energy at t is 4κ·f(t), and f(t) = tMκ to leading order. Integrating t gives a factor ½:

ΔE_HF = 2 κᵀMκ = 2 fᵀM⁻¹f.

The next correction is cubic. For a stable minimum M is positive definite, so the leading error is positive and quadratic in the gradient. This is the favourable property on which the author relies.

**The MP2 error**

Differentiating E2 directly would require the response of the separately diagonalized orbitals. A variational form avoids this. Introduce amplitudes T_ij^ab = T_ji^ba, the combination T̃_ij^ab = 2T_ij^ab − T_ij^ba, and the Hylleraas functional

J = Σ_ijab T̃_ij^ab [2(ia|jb) + R_ij^ab]
R_ij^ab = Σ_c (f_ac T_ij^cb + f_bc T_ij^ac) − Σ_k (f_ik T_kj^ab + f_jk T_ik^ab).

The part of J quadratic in T is a symmetric form, so its derivative brings a factor 2. Stationarity requires 2(ia|jb) + 2R_ij^ab = 0; the map from T to T̃ can be dropped from this condition because it is invertible (its eigenvalues are 1 and 3). With diagonal Fock blocks,

T_ij^ab = −(ia|jb) / (ε_a + ε_b − ε_i − ε_j).

Inserting R = −(ia|jb) into J leaves ΣT̃_ij^ab(ia|jb), which is E2. For positive denominators this is a minimum over T.

Now rotate the orbitals. Because J is stationary in T, the first-order change of the amplitudes does not contribute. What remains is the explicit change of the integrals and Fock blocks:

dE2 = 2Σ T̃_ij^ab d(ia|jb) + Σ_ab P_ab df_ab + Σ_ij P_ij df_ij
P_ab = 2Σ_ijc T̃_ij^ac T_ij^bc
P_ij = −2Σ_kab T̃_ik^ab T_jk^ab.

The factors 2 in P arise because the two virtual terms in R contribute equally after the electron pairs are relabelled, and so do the two occupied terms.

For the integral,

d(ia|jb) = Σ_c κ_ci(ca|jb) − Σ_k κ_ak(ik|jb) + the same two terms for the pair jb.

The second pair of terms doubles the first after contraction with T̃, turning the prefactor 2 into 4.

For the Fock blocks, the explicit orbital changes produce only elements f_ai, which vanish at convergence. Hence df_ab and df_ij are the corresponding elements of δF. Since P is symmetric, the two exchange terms in δF contribute equally. Collecting the coefficient of κ_ai gives

L_ai = 4Σ_jbc T̃_ij^cb (ac|jb) − 4Σ_kjb T̃_kj^ab (ki|jb) + Σ_pq P_pq [4(pq|ai) − 2(pa|qi)],

where P has only occupied-occupied and virtual-virtual elements. Therefore, to first order,

ΔE2 = L·κ = L·M⁻¹f = z·f, with Mz = L.

The Hartree-Fock condition sets f_ai to zero; it does not set L_ai to zero. The amplitudes have been optimized for given orbitals, but the orbitals have not been optimized for E2. The error is therefore generally linear in the gradient, and its sign can be either. An unconverged MP2 energy can lie below the converged one.

**The smallest case, and an exception**

With one occupied orbital i and one virtual orbital a, all the sums can be done by hand. Here T̃ = T, P_aa = 2T² and P_ii = −2T². The first two terms of L give 4T[(aa|ai) − (ii|ai)]. In the last sum each bracket reduces to twice one integral, giving 4T²[(aa|ai) − (ii|ai)]. Thus

L = 4T(1 + T)[(aa|ai) − (ii|ai)].

The bracket compares the electrostatic interaction of the two orbital densities, φ_a² and φ_i², with the product φ_aφ_i. If they differ, mixing the orbitals changes E2 in first order, except in the special case T = −1. If one orbital is even and the other odd under inversion, φ_aφ_i is odd while both densities are even. Each integral then vanishes, and so does L.

The same reasoning applies to a rotation in a larger molecule that mixes an orbital even under a reflection with one that is odd. The reflection changes κ into −κ but cannot change the energy. E2 is then an even function of κ and has no linear term. The correct statement is thus "generally linear", with exceptions in particular directions.

**What the numbers show for water**

The calculation uses the 6-31G basis, O-H distances of 1.81 bohr, an angle of 104.5 degrees, and all electrons correlated. The SCF is run as plain Roothaan iterations from PySCF's "minao" starting density, with no damping or convergence acceleration. The iterate numbers and the pattern of errors along the sequence, including their signs, belong to this procedure and this starting density. The converged energies are −75.983982 hartree for Hartree-Fock and −0.128853 hartree for the MP2 correlation part. Errors below are relative to these values; they contain neither the basis-set error nor the correlation missing from MP2. The basis-set error is large: the correlation energy is −0.204 hartree in cc-pVDZ and −0.222 hartree in aug-cc-pVDZ. Finite differences of E2 reproduce every element of L to within 4 × 10⁻⁸ hartree.

The author's criterion is first met at iterate 12, where the energy change is −4.36 × 10⁻⁷ hartree. The errors are

Hartree-Fock: +2.34 × 10⁻⁷ hartree
MP2 correlation: −4.77 × 10⁻⁶ hartree, or −12.5 J/mol.

The MP2 error is 20 times the Hartree-Fock error in magnitude and nearly five times the threshold. The sum of the two errors is −4.54 × 10⁻⁶ hartree, so the claimed accuracy of the total is not reached.

Tightening the threshold to 10⁻⁸ hartree leads to iterate 16. The Hartree-Fock error falls to 3.48 × 10⁻⁹ hartree, a factor 0.0148. The MP2 error falls to −5.78 × 10⁻⁷ hartree, a factor 0.121. The square root of 0.0148 is 0.122, as expected when one error is quadratic and the other linear in a small displacement whose direction is nearly the same at both iterates; for displacements in different directions the two factors need not match. The ratio of the errors has meanwhile grown from 20 to 166: tighter convergence reduces both errors but makes the Hartree-Fock energy a still more flattering measure of the MP2 error.

In the listed iterates 1 to 12 of these plain iterations, the MP2 error also changes sign from one iterate to the next, while the Hartree-Fock error stays positive. The quantity z·f, listed with M and L taken from each iterate, changes sign in the same way. A linear error records on which side of the solution an iterate lies; a quadratic one does not.

The powers can be seen without the SCF history. Take the displacement of the first iterate, normalize it, and use it as the direction of a rotation of size s. Between s = 10⁻³ and 10⁻⁴ radian the measured powers are 2.000 for Hartree-Fock and 1.002 for MP2. At s = 10⁻⁴ the errors are 3.679 × 10⁻⁸ and 1.148 × 10⁻⁶ hartree, so near convergence

ΔE_HF ≈ 3.68 s² and ΔE2 ≈ 0.0115 s, in hartree.

They are equal at s ≈ 0.0115/3.68 ≈ 0.003 radian. For larger rotations along this direction, up to about 1.4 radian, the Hartree-Fock error is the greater one, and "linear" does not mean "larger" at every stage. The iterations show the same change of order: the Hartree-Fock error is larger through iterate 6, the MP2 error from iterate 7 onward among the iterates listed.

Mixing the out-of-plane lone pair with the lowest virtual orbital provides the symmetry exception. These orbitals have opposite parity under reflection in the molecular plane. The MP2 error then has a measured power of 2.000.

**How much a Hartree-Fock error can conceal**

The two leading errors obey an inequality. Since L = Mz and M is positive definite, Cauchy-Schwarz gives

(L·κ)² = (zᵀMκ)² ≤ (zᵀMz)(κᵀMκ).

The first factor is L·z, and the second is ΔE_HF/2. Therefore, to leading order,

|ΔE2| ≤ √(½ L·z ΔE_HF),

with equality when κ is parallel to z. For this molecule in 6-31G, L·z = 0.00610 hartree; the value depends on the basis and is 0.00699 in cc-pVDZ and 0.0169 in aug-cc-pVDZ, which raises the bound computed next to 5.9 × 10⁻⁵ and 9.2 × 10⁻⁵ hartree. A Hartree-Fock error of 10⁻⁶ hartree can thus accompany an MP2 error as large as

√(0.00305 × 10⁻⁶) = 5.5 × 10⁻⁵ hartree.

At iterate 12 the bound is √(0.00305 × 2.34 × 10⁻⁷) = 2.7 × 10⁻⁵ hartree. The actual error is about 18 per cent of it, so the example is not a worst case. To guarantee an MP2 error below 10⁻⁶ hartree from the Hartree-Fock error alone, that error would have to be below

2 × (10⁻⁶)² / 0.00610 = 3.3 × 10⁻¹⁰ hartree.

This refers to the true error, whereas an SCF procedure observes an energy change. If successive errors shrink by a constant factor r, the error after a step is r/(1 − r) times the magnitude of the last change. From iterate 11 to 12, r = 2.34/6.71 = 0.349, so the factor is 0.54. The energy change is a reasonable estimate of the Hartree-Fock error here. For slow convergence, with r close to 1, it would be too optimistic even for that purpose.

**Three possible replies**

The author might add the singles energy. By the Slater-Condon rules, the coupling of the trial determinant to a single excitation is f_ai for each of two spins, so second-order theory gives

E_singles = −2Σ_ai f_ai² / (ε_a − ε_i).

This is quadratic in f and cannot cancel a general linear error. At iterate 12 it is −3.7 × 10⁻⁷ hartree. Because the MP2 error is already negative there, adding the singles term makes the correlation error slightly larger in magnitude.

The author might instead diagonalize the Fock matrix once more. To first order this adds −f_ai/(ε_a − ε_i) to κ_ai. Since f_ai = (ε_a − ε_i)κ_ai + δF_ai, the remaining rotation is

κ_ai' = −δF_ai / (ε_a − ε_i).

It is still linear in the original displacement. The diagonalization removes the error that would exist in a fixed field, but the field itself came from the wrong density. The eigenvalues also inherit a linear error from that field. In the scan at s = 10⁻⁴, the new orbitals combined with the eigenvalues from this diagonalization give an MP2 error of −1.73 × 10⁻⁶ hartree, compared with +1.15 × 10⁻⁶ hartree before the step. These eigenvalues still belong to the old Fock matrix. If the Fock matrix is instead rebuilt from the new orbitals, as the definition of E2 requires, the step is simply one more Roothaan iteration. From iterate 11 to 12 such a step changes the error from +7.94 × 10⁻⁶ to −4.77 × 10⁻⁶ hartree: smaller, but still linear. An extra diagonalization is therefore no general cure.

Finally, the author might not rebuild the Fock matrix at all, and use the eigenvalues stored with the orbitals. They belong to the preceding Fock matrix, as in the scan value just quoted. At iterate 12 this choice changes the MP2 error from −4.77 × 10⁻⁶ to −7.50 × 10⁻⁶ hartree. The numerical coefficient depends on such choices, but the problem remains.

**What should be done**

The convergence test should include the orbital gradient. With f = g/4, Cauchy-Schwarz applied to z·f gives, to first order,

|ΔE2| ≤ ‖z‖‖g‖/4.

Here ‖z‖ = 0.0707, so an MP2 error below 10⁻⁶ hartree is assured at this order if

‖g‖ ≤ 4 × 10⁻⁶ / 0.0707 = 5.7 × 10⁻⁵ hartree.

At iterate 12 the gradient norm is 2.3 × 10⁻³ hartree, about 40 times too large for this guarantee. The condition is sufficient, not necessary, and its numerical value belongs to this molecule and basis: ‖z‖ is 0.0644 in cc-pVDZ and 0.143 in aug-cc-pVDZ, giving thresholds of 6.2 × 10⁻⁵ and 2.8 × 10⁻⁵ hartree. The thresholds refer to g = 4f. Programs differ in this convention; PySCF's gradient norm is that of 2f, half the values quoted here.

Alternatively, z·f can be evaluated from the unconverged orbitals and subtracted. Using M and L of the iterate instead of their converged values changes them by an amount of order κ; multiplied by f, this affects the result only in second order. At iterate 12 the subtraction reduces the error from −4.77 × 10⁻⁶ to −1.4 × 10⁻⁸ hartree. At the first iterate, by contrast, z·f formed with M and L of that iterate is 3.92 × 10⁻³ hartree (the converged z gives 9.8 × 10⁻⁴ hartree) while the actual error is 1.69 × 10⁻³ hartree: the linear estimate is not yet reliable there. Since the correction requires solving a response equation, continuing the SCF iterations is the simpler remedy when they converge without difficulty.

The author's stopping rule supports the quoted Hartree-Fock energy, but it does not guarantee the quoted MP2 energy. Whether the claimed accuracy is reached depends on the procedure and the basis. With DIIS acceleration the same rule stops at iterate 6 and leaves an MP2 error of −3.3 × 10⁻⁷ hartree in 6-31G and −5.7 × 10⁻⁷ hartree in cc-pVDZ, within the claim, but −5.2 × 10⁻⁶ hartree in aug-cc-pVDZ, outside it. The calculation should be repeated with a gradient threshold suited to the accuracy claimed. The numerical output lists iterates 1 to 12, and details for iterates 12 and 16, on which this assessment rests.

Computed values

```
H2O, RHF and MP2 in 6-31G, all electrons correlated
O-H distance 1.81 bohr, angle 104.5 degrees
basis functions 13, occupied 5, virtual 8
converged RHF energy        -75.98398167 hartree
converged MP2 correlation   -0.12885281 hartree
SCF cycles to |f| < 1e-11   46
largest |L_ai|              0.056349 hartree
largest L deviation from finite difference 3.6e-08 hartree
norm of L                   0.096248 hartree
norm of z                   0.070695 (no unit)
lowest eigenvalue of M      0.359911 hartree
L.z                         0.006100 hartree
SCF iterates, all in hartree (g = 4f):
 n  HF change   |g|       HF error   E2 error   z.f
 1        nan  8.38e-01   3.81e-02   1.69e-03   3.92e-03
 2  -2.89e-02  4.53e-01   9.22e-03  -1.05e-03  -5.57e-04
 3  -6.14e-03  2.62e-01   3.08e-03   4.63e-04   6.57e-04
 4  -2.01e-03  1.56e-01   1.07e-03  -3.56e-04  -2.95e-04
 5  -6.96e-04  9.16e-02   3.71e-04   1.73e-04   1.95e-04
 6  -2.42e-04  5.42e-02   1.30e-04  -1.18e-04  -1.10e-04
 7  -8.44e-05  3.20e-02   4.52e-05   6.31e-05   6.58e-05
 8  -2.94e-05  1.89e-02   1.58e-05  -4.00e-05  -3.91e-05
 9  -1.03e-05  1.12e-02   5.50e-06   2.25e-05   2.28e-05
10  -3.58e-06  6.60e-03   1.92e-06  -1.38e-05  -1.36e-05
11  -1.25e-06  3.90e-03   6.71e-07   7.94e-06   7.98e-06
12  -4.36e-07  2.30e-03   2.34e-07  -4.77e-06  -4.76e-06
Stop at HF change below 1e-06 hartree: n = 12
  HF error 2.341e-07, 2f.M^-1.f 2.341e-07 hartree
  E2 error -4.770e-06, z.f -4.757e-06 hartree
  E2 error -12.5244 J/mol
  |E2 error| / HF error 20.4
  E2 error left after subtracting z.f -1.38e-08 hartree
  singles energy -3.723e-07 hartree
  E2 error with stored eigenvalues -7.502e-06 hartree
Stop at HF change below 1e-08 hartree: n = 16
  HF error 3.475e-09, 2f.M^-1.f 3.475e-09 hartree
  E2 error -5.783e-07, z.f -5.781e-07 hartree
  E2 error -1.5183 J/mol
  |E2 error| / HF error 166.4
  E2 error left after subtracting z.f -2.05e-10 hartree
  singles energy -5.528e-09 hartree
  E2 error with stored eigenvalues -9.113e-07 hartree
Scan of rotation size s (radian), errors in hartree:
 s      HF         E2         E2 after diag.  E2 forbidden
1e-01  3.632e-02  1.633e-03 -1.592e-03     -9.144e-04
1e-02  3.676e-04  1.199e-04 -1.715e-04     -9.204e-06
1e-03  3.679e-06  1.153e-05 -1.728e-05     -9.205e-08
1e-04  3.679e-08  1.148e-06 -1.729e-06     -9.205e-10
powers, s 1e-3 to 1e-4: HF 2.000, E2 1.002, after diag. 1.000
power, s 1e-2 to 1e-3: E2 forbidden 2.000
worst direction: E2 error^2 / HF error 0.003050, L.z/2 0.003050 hartree
HF error 1e-06: largest E2 error 5.52e-05 hartree
HF error 1e-08: largest E2 error 5.52e-06 hartree
HF error 1e-10: largest E2 error 5.52e-07 hartree
|g| that guarantees E2 to 1e-6 hartree: 5.66e-05 hartree
```
